# The focusing energy of an atomic row with exponential repulsion: verification in Python

```python
"""Focusing limit of a row of equal atoms.

Result under test: with pair repulsion V(r) = A exp(-r/a), row spacing D and
hard spheres whose diameter R(E) is the head-on distance of closest approach,
small angles to the row shrink from collision to collision only below
    E_f = 2 A exp(-D/(2a)).
E is the laboratory kinetic energy of the moving atom; the struck atom is at
rest. The program also sizes the error of the hard-sphere picture: a soft
binary map and the dynamics of a whole chain give the limit for the soft
potential. Energies in eV, lengths in nm unless a comment says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

A = 20000.0      # eV
a = 0.02         # nm
D = 0.26         # nm
LN2 = np.log(2.0)


def potential(r):
    return A * np.exp(-r / a)


def diameter(E):
    return a * np.log(2 * A / E)


E_f = 2 * A * np.exp(-D / (2 * a))


def head_on_trajectory(E):
    """Integrate two atoms of unit mass in the laboratory frame.

    Returns the least separation and the distance before the target's
    original site at which the projectile comes to rest."""
    speed = np.sqrt(2 * E)
    start = D + 30 * a

    def rhs(t, s):
        force = potential(s[1] - s[0]) / a
        return [s[2], s[3], -force, force]

    def turning(t, s):
        return s[3] - s[2]
    turning.direction = 1
    sol = solve_ivp(rhs, (0, 2 * start / speed), [-start, 0.0, speed, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    events=turning, max_step=a / speed)
    s = sol.y_events[0][0]
    return s[1] - s[0], -sol.y[0, -1]


def sphere_collision(theta, R, offset=0.0):
    """Explicit contact of a moving sphere with one at (D, offset).

    Returns recoil angle to the row and fraction of energy passed on."""
    direction = np.array([np.cos(theta), np.sin(theta)])
    target = np.array([D, offset])
    along = target @ direction
    path = along - np.sqrt(along**2 - target @ target + R**2)
    normal = (target - path * direction) / R
    return np.arctan2(normal[1], normal[0]), (direction @ normal)**2


# Closest approach and stopping point against integrated trajectories
for E in (10.0, 30.0, 120.0):
    closest, stop = head_on_trajectory(E)
    assert abs(closest - diameter(E)) < 1e-6 * D
    assert abs(stop - (diameter(E) - 2 * a * LN2)) < 1e-5 * D

# Small-angle law against explicit sphere contact
for E in (30.0, 120.0):
    recoil, passed = sphere_collision(1e-4, diameter(E))
    assert abs(recoil / 1e-4 + (D / diameter(E) - 1)) < 1e-5

# Focusing limit from trajectories and sphere contact only


def angle_change(E):
    closest, stop = head_on_trajectory(E)
    recoil, passed = sphere_collision(1e-3, closest)
    return abs(recoil) / 1e-3 - 1


E_numeric = brentq(angle_change, 20.0, 200.0, xtol=1e-6)
assert abs(E_numeric / E_f - 1) < 1e-4
assert angle_change(0.8 * E_f) < 0 < angle_change(1.2 * E_f)


def sequence(E, theta, count):
    rows = [(theta, E)]
    for _ in range(count):
        theta, passed = sphere_collision(theta, diameter(E))
        E = E * passed
        rows.append((theta, E))
    return rows


focused = sequence(30.0, np.radians(5.0), 4)
defocused = sequence(120.0, np.radians(5.0), 4)
assert all(abs(q[0]) < abs(p[0]) for p, q in zip(focused, focused[1:]))
assert all(abs(q[0]) > abs(p[0]) for p, q in zip(defocused, defocused[1:]))

# Potential energy at the starting separation
E_start = 2 * (potential(D / 2) - potential(D))
E_start_root = brentq(lambda E: brentq(
    lambda r: potential(r) - potential(D) - E / 2, 0.2 * D, D) - D / 2,
    20.0, 200.0)
assert abs(E_start_root / E_start - 1) < 1e-8

# Soft collisions. Lengths are now in units of a, and d = D/a.


def turning_integral(R):
    """Integral of dr/(r^2 sqrt(1 - exp(R-r))) from R to infinity."""
    def excess(s):
        root = np.sqrt(-np.expm1(-s * s))
        return 2 * s * (1 / root - 1) / (R + s * s)**2
    return 1 / R + quad(excess, 0, 7, epsabs=1e-15, epsrel=1e-10)[0]


def soft_map_ratio(d):
    """Soft binary limit divided by the hard-sphere limit."""
    def condition(R):
        return (d + 2 * (R - 2 * LN2)) * turning_integral(R) - 4
    R = brentq(condition, d / 2 - 0.7, d / 2 + 2.0)
    return np.exp(d / 2 - R)


def chain_growth(R, d):
    """Angle growth per site in a whole chain, transverse motion linearised.

    Unit mass and launch speed; R is the binary closest approach."""
    n, launch, dt = 14, 2, 0.04
    x, y = d * np.arange(n), np.zeros(n)
    vx, vy = np.zeros(n), np.zeros(n)
    vx[launch] = vy[launch] = 1.0
    ax, ay = np.zeros(n), np.zeros(n)

    def accelerate():
        gap = x[1:] - x[:-1]
        force = 0.25 * np.exp(R - gap)
        side = force * (y[1:] - y[:-1]) / gap
        ax[1:-1] = force[:-1] - force[1:]
        ay[1:-1] = side[:-1] - side[1:]

    steps = int(6 * d / dt)
    hx, hy = np.zeros((steps, n)), np.zeros((steps, n))
    accelerate()
    for k in range(steps):
        vx += 0.5 * dt * ax
        vy += 0.5 * dt * ay
        x += dt * vx
        y += dt * vy
        accelerate()
        vx += 0.5 * dt * ax
        vy += 0.5 * dt * ay
        hx[k], hy[k] = vx, vy
    peak = hx.argmax(axis=0)
    site = np.arange(n)
    angle = hy[peak, site] / np.where(site > 1, hx[peak, site], 1.0)
    return abs(angle[10] / angle[5])**0.2


def chain_ratio(d):
    R = brentq(lambda q: chain_growth(q, d) - 1,
               d / 2 - 0.7, d / 2 + 2.0, xtol=1e-3)
    return np.exp(d / 2 - R)


map_here, chain_here = soft_map_ratio(D / a), chain_ratio(D / a)
map_stiff, chain_stiff = soft_map_ratio(40.0), chain_ratio(40.0)
map_limit = soft_map_ratio(4000.0)
# Separated collisions: remaining difference is overlap and root tolerance
assert abs(chain_stiff / map_stiff - 1) < 0.03
assert abs(map_limit - 0.25) < 0.002
assert chain_here < 0.9 and map_here < 0.9

# Surrounding rows of an fcc crystal: lattice sum without the row itself
grid = np.array([(i, j, k) for i in range(-5, 6) for j in range(-5, 6)
                 for k in range(-5, 6) if (i + j + k) % 2 == 0
                 and not (i == j and k == 0)]) * D / np.sqrt(2)
midpoint = np.array([0.5, 0.5, 0.0]) * D / np.sqrt(2)
at_site = potential(np.linalg.norm(grid, axis=1)).sum()
at_middle = potential(np.linalg.norm(grid - midpoint, axis=1)).sum()
ring_rise = at_middle - at_site
assert 0 < ring_rise < 0.05 * E_f

# Thermal displacement, classical Debye model, one Cartesian direction
T, debye_T, mass_u = 300.0, 300.0, 60.0
u_rms = 1e9 * np.sqrt(3 * const.hbar**2 * T / (
    mass_u * const.atomic_mass * const.k * debye_T**2))
kick = np.sqrt(2) * u_rms / (D / 2)
small = 1e-5 * D
assert abs(sphere_collision(0.0, D / 2, small)[0] / (small / (D / 2)) - 1) < 1e-4

print(f"Repulsion strength A = {A:.0f} eV")
print(f"Repulsion range a = {a:.3f} nm")
print(f"Row spacing D = {D:.3f} nm")
print(f"D/(2a) = {D / (2 * a):.3f}")
print(f"exp(-D/(2a)) = {np.exp(-D / (2 * a)):.5e}")
print(f"Focusing limit E_f, formula = {E_f:.3f} eV")
print(f"Focusing limit E_f, formula = {E_f * const.e:.3e} J")
print(f"Focusing limit, trajectories and spheres = {E_numeric:.3f} eV")
print(f"Diameter at E_f = {diameter(E_f):.4f} nm")
for E in (30.0, 120.0):
    R = diameter(E)
    print(f"E = {E:.0f} eV: diameter R = {R:.4f} nm")
    print(f"E = {E:.0f} eV: R from trajectory = "
          f"{head_on_trajectory(E)[0]:.4f} nm")
    print(f"E = {E:.0f} eV: angle factor D/R - 1 = {D / R - 1:.4f}")
for name, rows in (("30 eV", focused), ("120 eV", defocused)):
    for n, (theta, energy) in enumerate(rows):
        print(f"Start {name}, after {n} collisions: angle = "
              f"{np.degrees(theta):.3f} deg, energy = {energy:.2f} eV")
print(f"V(D) = {potential(D):.4f} eV")
print(f"Limit with V(D) kept = {E_start:.3f} eV")
print(f"Head-on diameter shift 2a ln2 = {2 * a * LN2:.4f} nm")
print(f"Soft binary map, limit/E_f = {map_here:.3f}")
print(f"Soft binary map, limit = {map_here * E_f:.1f} eV")
print(f"Whole chain, limit/E_f = {chain_here:.3f}")
print(f"Whole chain, limit = {chain_here * E_f:.1f} eV")
print(f"D/a = 40: soft map limit/E_f = {map_stiff:.4f}")
print(f"D/a = 40: whole chain limit/E_f = {chain_stiff:.4f}")
print(f"D/a = 4000: soft map limit/E_f = {map_limit:.4f}")
print(f"Potential rise from surrounding fcc rows = {ring_rise:.3f} eV")
print(f"That rise divided by E_f = {100 * ring_rise / E_f:.2f} %")
print(f"Rough mass = {mass_u:.0f} u")
print(f"Temperature = {T:.0f} K, rough Debye temperature = {debye_T:.0f} K")
print(f"Thermal rms displacement, one direction = {u_rms:.4f} nm")
print(f"Thermal rms angle kick at R = D/2 = {np.degrees(kick):.2f} deg")
print("ALL CHECKS PASSED")
```

Output:

```
Repulsion strength A = 20000 eV
Repulsion range a = 0.020 nm
Row spacing D = 0.260 nm
D/(2a) = 6.500
exp(-D/(2a)) = 1.50344e-03
Focusing limit E_f, formula = 60.138 eV
Focusing limit E_f, formula = 9.635e-18 J
Focusing limit, trajectories and spheres = 60.137 eV
Diameter at E_f = 0.1300 nm
E = 30 eV: diameter R = 0.1439 nm
E = 30 eV: R from trajectory = 0.1439 nm
E = 30 eV: angle factor D/R - 1 = 0.8067
E = 120 eV: diameter R = 0.1162 nm
E = 120 eV: R from trajectory = 0.1162 nm
E = 120 eV: angle factor D/R - 1 = 1.2379
Start 30 eV, after 0 collisions: angle = 5.000 deg, energy = 30.00 eV
Start 30 eV, after 1 collisions: angle = -4.060 deg, energy = 29.26 eV
Start 30 eV, after 2 collisions: angle = 3.263 deg, energy = 28.78 eV
Start 30 eV, after 3 collisions: angle = -2.606 deg, energy = 28.48 eV
Start 30 eV, after 4 collisions: angle = 2.072 deg, energy = 28.29 eV
Start 120 eV, after 0 collisions: angle = 5.000 deg, energy = 120.00 eV
Start 120 eV, after 1 collisions: angle = -6.247 deg, energy = 115.44 eV
Start 120 eV, after 2 collisions: angle = 7.752 deg, energy = 108.68 eV
Start 120 eV, after 3 collisions: angle = -9.513 deg, energy = 99.11 eV
Start 120 eV, after 4 collisions: angle = 11.468 deg, energy = 86.40 eV
V(D) = 0.0452 eV
Limit with V(D) kept = 60.047 eV
Head-on diameter shift 2a ln2 = 0.0277 nm
Soft binary map, limit/E_f = 0.480
Soft binary map, limit = 28.9 eV
Whole chain, limit/E_f = 0.460
Whole chain, limit = 27.7 eV
D/a = 40: soft map limit/E_f = 0.3287
D/a = 40: whole chain limit/E_f = 0.3287
D/a = 4000: soft map limit/E_f = 0.2508
Potential rise from surrounding fcc rows = 0.623 eV
That rise divided by E_f = 1.04 %
Rough mass = 60 u
Temperature = 300 K, rough Debye temperature = 300 K
Thermal rms displacement, one direction = 0.0090 nm
Thermal rms angle kick at R = D/2 = 5.60 deg
ALL CHECKS PASSED
```
